# Why dielectric hole burning accelerates modes selectively: a self-heating box model

**Question.** A supercooled polar liquid has a broad distribution of relaxation times. A strong low-frequency field is applied for a few cycles and removed, and a small voltage step then probes the response. Part of the response has become faster, and which part depends on the pump frequency. Can this be explained by relaxation modes that are each heated by their own absorption, and are the modes nearest the pump frequency the ones that accelerate most?

**Answer.**

## The mechanism

Divide the liquid into independent "boxes", each containing one relaxation mode with its own slow degrees of freedom. A mode absorbs energy from the pump and warms. Its relaxation is thermally activated, so it speeds up, and it remains faster until the heat has leaked away. Two quantities decide how warm it gets: the power it absorbs and the time for which it keeps the heat. Only the first has its maximum at the pump frequency. The second favours slow modes, until they become so slow that the pump ends before they have absorbed much.

Let the applied field be \(E=E_0e(t)\), with \(E_0\) the pump amplitude. Mode \(i\) contributes the polarization \(P_i=\varepsilon_0\Delta\varepsilon\,g_iE_0u_i\), where \(\sum_i g_i=1\), \(\Delta\varepsilon\) is the relaxation strength and \(u_i\) is dimensionless. Its motion is

\[
\tau_i\dot u_i=r_i(e-u_i),\qquad
r_i=\exp\!\left[\frac{E_a}{k_B}\left(\frac1T-\frac1{T+\theta_i}\right)\right].
\]

Here \(T\) is the bath temperature, \(\theta_i\) the excess temperature of the box and \(E_a\) the apparent activation energy. For small \(\theta_i\), \(r_i\simeq1+\kappa\theta_i\) with \(\kappa=E_a/(k_BT^2)\), so \(\kappa\theta_i\) is the fractional acceleration.

The index is now dropped. With \(W=\varepsilon_0\Delta\varepsilon E_0^2\) and \(f=e-u\), the electrical power per volume delivered to a mode is

\[
E\dot P=Wg\,e\dot u=\frac{d}{dt}\left(\frac{Wg\,u^2}{2}\right)+Wg\,f\dot u .
\]

The first term is stored and returned. The second equals \(Wg\,rf^2/\tau\), which is never negative: it is the loss. The model lets this loss heat the box.

Let the box own a share \(g\Delta c\) of the configurational heat capacity, and let its heat leak out at the rate \(r/\tau\) at which its structure relaxes. Both are assumptions. The weight \(g\) then cancels, and to leading order in the pump energy, where \(r=1\) in the heat balance,

\[
\tau\dot\theta=\theta_0f^2-\theta,\qquad \theta_0=\frac{W}{\Delta c}.
\]

The leak time cannot be that of ordinary heat conduction. A region of size \(L=3\) nm, with conductivity \(K=0.2\) W/(m K) and total heat capacity \(c=2\) J/(cm³ K), cools in about \(L^2c/(\pi^2K)=9\) ps. Heat lost that fast could not accumulate over seconds. The temperature in question is therefore that of the slow structural degrees of freedom, which exchange energy with the vibrations about as slowly as the structure itself relaxes.

## Power peaks at the pump frequency, stored heat need not

Let \(e=\sin\varphi\), with \(\varphi=\Omega t\) and \(x=\Omega\tau\). A mode whose loss peak lies at the pump frequency has \(x=1\); slower modes have larger \(x\). Since \(x\,du/d\varphi=f\), differentiating \(f=\sin\varphi-u\) gives

\[
x\frac{df}{d\varphi}+f=x\cos\varphi .
\]

Insert \(f=A\cos\varphi+B\sin\varphi\). The sine terms require \(B=xA\) and the cosine terms \(A+xB=x\), so \(A=x/(1+x^2)\). Starting from rest, \(f(0)=0\), which fixes the decaying part:

\[
f=A\left(\cos\varphi+x\sin\varphi-e^{-\varphi/x}\right).
\]

In the steady state the exponential is gone and the mean of \(f^2\) is \(A^2(1+x^2)/2\). The loss per cycle, in units of \(Wg\), is

\[
\int_0^{2\pi}\frac{f^2}{x}\,d\varphi=\frac{\pi A^2(1+x^2)}{x}=\frac{\pi x}{1+x^2}.
\]

Its derivative is proportional to \(1-x^2\), so absorption per unit heat capacity peaks at \(x=1\). Averaging the heat equation over a steady cycle removes \(\dot\theta\) and leaves

\[
\bar\theta=\theta_0\overline{f^2}=\frac{\theta_0}{2}\,\frac{x^2}{1+x^2}.
\]

This has no peak. It rises through \(x\sim1\) and levels off at \(\theta_0/2\). For slow modes the power falls as \(1/\tau\), but the holding time grows as \(\tau\), and the product is constant. A continuous pump thus heats all much slower modes equally.

The statement that modes at the pump frequency accelerate most would hold in a different model, in which every box has the same leak time \(t_L\). The steady mean rise is then power times \(t_L\), or \(\theta_0\Omega t_L\,x/[2(1+x^2)]\), with its maximum at \(x=1\). When the leak time is \(\tau\) itself, a maximum of the stored heat near the pump frequency needs a short pump; after a long one, only the fast modes stay cold.

## The heat left by a short pump

Let the pump last \(n\) whole cycles, \(N=2\pi n\), and define \(q=e^{-N/x}\). The heat equation, \(x\,d\theta/d\varphi+\theta=\theta_0f^2\), has the solution \(\theta=\theta_0H\) at the end of the pump, with

\[
H=\frac1x\int_0^N f^2e^{-(N-\varphi)/x}\,d\varphi .
\]

Write \(C=\cos\varphi+x\sin\varphi\), so that \(f^2=A^2(C^2-2Ce^{-\varphi/x}+e^{-2\varphi/x})\) and

\[
C^2=\frac{1+x^2}{2}+\frac{1-x^2}{2}\cos2\varphi+x\sin2\varphi .
\]

Including the prefactor \(1/x\) and the weight \(qe^{\varphi/x}\), the integrals over whole cycles are:

- a constant 1 gives \(1-q\);
- \(\cos2\varphi\) gives \((1-q)/(1+4x^2)\);
- \(\sin2\varphi\) gives \(-2x(1-q)/(1+4x^2)\);
- in the cross term the exponentials cancel, leaving \(\int_0^N C\,d\varphi=0\);
- \(e^{-2\varphi/x}\) gives \(q(1-q)\).

Hence

\[
H=A^2(1-q)\left[\frac{1+x^2}{2}+\frac{1-x^2-4x^2}{2(1+4x^2)}+q\right].
\]

Over the common denominator \(2(1+4x^2)\), the first two terms have the numerator \((1+5x^2+4x^4)+(1-5x^2)=2+4x^4\). Therefore

\[
H=\frac{x^2(1-q)}{(1+x^2)^2}\left[\frac{1+2x^4}{1+4x^2}+q\right].
\]

For fast modes \(H\to x^2\): they follow the field, lose little and forget quickly. For modes so slow that \(x\gg2\pi n\), \(1-q\simeq2\pi n/x\) and the bracket tends to \(x^2/2\), so \(H\to\pi n/x\). These modes keep nearly all their heat but have had time to absorb little. Between the two limits lies a maximum.

For one cycle the maximum is \(H=0.360\) at \(x=3.4\), and \(H\) exceeds half of it from \(x=1.2\) to 14. For six cycles the maximum moves to \(x=8.7\), for a hundred to \(x=69\). The drift follows from the formula. For \(x\gg1\) and small \(q\),

\[
H\simeq\frac12\left(1-\frac{9}{4x^2}-e^{-2\pi n/x}\right),
\]

and setting the derivative to zero gives \(e^{-2\pi n/x}=9/(4\pi nx)\). At \(n=100\), \(x=68.55\), both sides are about \(1.0\times10^{-4}\). More cycles widen the plateau and carry its shallow maximum towards slower modes.

So the original statement needs a correction. With a pump of one or a few cycles, the most accelerated modes lie within about a decade of the pump frequency, on its slow side.

## From a warm mode to a hole in the response

At the end of the pump \(\sin N=0\), so the mode retains the polarization

\[
u_p=-f(N)=-\frac{x(1-q)}{1+x^2}.
\]

During a wait \(t_w\) this decays as \(u_pe^{-s}\), with \(s\) the time in units of \(\tau\), and it continues to dissipate. The equation \(d\theta/ds+\theta=\theta_0u_p^2e^{-2s}\) has the integrating factor \(e^s\). With \(w=t_w/\tau\), the heat and polarization at the start of the probe are

\[
H_w=e^{-w}\left[H+u_p^2(1-e^{-w})\right],\qquad U=u_pe^{-w}.
\]

Now apply a step \(E_s=\epsilon E_0\) and restart \(s\) at zero. Without acceleration \(f=(\epsilon-U)e^{-s}\). With \(y=1-e^{-s}\), the same heat equation gives

\[
\frac{\theta}{\theta_0}=e^{-s}\left[H_w+(\epsilon-U)^2y\right].
\]

The first correction to the polarization obeys \(du_1/ds+u_1=\kappa\theta f\). Its driving term contains \((\epsilon-U)H_w+(\epsilon-U)^3y\). The measurement is made with the pump and with the reversed pump, and the two responses are averaged; this removes everything odd in \(U\), including the first correction that the pump itself left in the polarization, which changes sign with the pump. Subtracting the response without a pump removes the \(\epsilon^3\) term. What survives is \(\epsilon(H_w+3U^2y)\), and

\[
u_1=\kappa\theta_0\epsilon\,e^{-s}\int_0^s e^{-s'}\left[H_w+3U^2y(s')\right]ds' .
\]

Because \(e^{-s'}ds'=dy\), the extra response relative to the mode's full step is

\[
\frac{u_1}{\epsilon}=\kappa\theta_0\,e^{-s}\left[H_wy+\tfrac32U^2y^2\right].
\]

The factor \(e^{-s}\) appears because an accelerated mode reaches the same final polarization sooner: the difference vanishes at the start and at the end. Without the \(U^2\) term the shape is \(y(1-y)\), with its maximum of \(1/4\) at \(y=1/2\), that is at \(t=\tau\ln2\). The \(U^2\) term has two parts. One third is the probe response accelerated by the late heating \(U^2y\) from the leftover polarization. Two thirds come from the heating \(-2\epsilon Uy\), proportional to the product of leftover polarization and probe field, which alters the decay of the leftover polarization. Reversing the pump does not cancel it. The extra polarization is positive; plotted as the part of the response still to come, it is a dip, hence a hole.

The observed signal is the sum over modes weighted by \(g\). Suppose that \(g\) is flat in \(\ln\tau\) and that the wait is a fixed fraction \(b\) of the pump period. Then \(w=2\pi b/x\) and \(s=\Omega t/x\), and the sum over \(\ln x\) depends on time through \(\Omega t\) alone. The hole time is inversely proportional to pump frequency; for one cycle and \(b=0.1\) it is \(t=2.0/\Omega\). A distribution of finite width pulls the hole towards the times where it has most weight.

## The numbers

Take a bath at 190 K, \(\Delta\varepsilon=60\), \(\Delta c=1\) J/(cm³ K) and \(E_a=2\) eV. The relaxation times are log-normal, with median 1 s and standard deviation 1.5 in \(\ln\tau\). The pump is one cycle of 0.15 MV/cm, followed by a wait of a tenth of a period.

The energy density is \(W=0.1195\) J/cm³. Dividing by \(\Delta c\) gives \(\theta_0=0.1195\) K, or 119.5 mK. With \(\kappa=0.643\) K⁻¹, \(\kappa\theta_0=0.643\times0.1195=0.077\).

For a 0.2 Hz pump, the boxes at the start of the probe are as follows.

| \(\tau\) (s) | \(x\) | rise (mK) | acceleration (%) |
|---:|---:|---:|---:|
| 0.1 | 0.13 | 0.02 | 0.002 |
| 1 | 1.26 | 20.8 | 1.34 |
| 3 | 3.77 | 36.9 | 2.37 |
| 10 | 12.6 | 22.2 | 1.43 |
| 100 | 126 | 2.9 | 0.19 |

The largest rise occurs at \(\tau=3.0\) s, where \(H_w=0.308\) and \(0.308\times119.5\) mK \(\simeq37\) mK. The loss peak of this mode is at \(0.2/3.77=0.053\) Hz, about a quarter of the pump frequency. The 0.1 s mode absorbed more per unit heat capacity than the 10 s mode, but it lost most of that heat during the pump and then waited five of its own relaxation times. For the 100 s mode the slow limit gives \(\pi/126\times119.5=3.0\) mK, close to the value in the table.

The hole in the summed response has its maximum at these times:

| pump (Hz) | hole time (s) | height (% of full step) |
|---:|---:|---:|
| 0.02 | 6.4 | 0.060 |
| 0.2 | 1.19 | 0.264 |
| 2 | 0.26 | 0.244 |

A flat distribution would place the holes at 16, 1.6 and 0.16 s. The log-normal one moves all three towards its centre, so a hundredfold change of pump frequency shifts the hole by a factor of 24 instead of 100. The height is far below the largest acceleration because even the most heated mode turns 2.37% into at most about a quarter of that, 0.6%, before the \(U^2\) term is added, and the sum includes cooler modes and modes that respond at other times. At 0.2 Hz the \(U^2\) term raises the height from 0.220% to 0.264% and hardly moves the maximum.

These values use the leading order in pump energy. They were tested against direct integration of the coupled polarization and heat equations for 33 modes, with activated rates, pump reversal and a probe step of \(0.1E_0\). The largest difference, relative to the hole maximum, was 0.9%, 0.5% and 0.1% at 0.02, 0.2 and 2 Hz. With pump and probe fields both reduced to a third at 0.2 Hz, the relative difference fell by a factor of 8.9. A factor near 9 is expected if the first neglected term is smaller by one more power of \(E_0^2\).

## Does the heat have to stay in its own mode?

Consider the opposite extreme: all modes share one configurational heat pool, which does not leak during the experiment. The distribution and the pump are unchanged. If the pool has a constant excess temperature \(\Theta\) during the probe, each mode obeys \(du_1/ds+u_1=\kappa\Theta\epsilon e^{-s}\), so

\[
\frac{u_1}{\epsilon}=\kappa\Theta\,s\,e^{-s}.
\]

The weighted sum has a shape fixed by \(g\) alone. The pump frequency changes \(\Theta\), and with it the height, but not the position. Integrating the shared-pool equations in full, including heating during the probe, puts the hole at 0.70 s for the 0.02 Hz pump and at 0.69 s for the 2 Hz pump. Between these two frequencies the shift is a factor of 1.01, against 24 with separate boxes. For the 0.2 Hz pump the hole lies at about 0.73 s. A constant \(\Theta\) would put it at 0.71 s, so heating during the probe moves it by about 3% either way, without any steady drift with pump frequency.

This control removes the leak as well as the isolation. A shared pool that leaks at the mean rate \(\sum_i g_i/\tau_i\approx3.1\) s⁻¹, the limit of complete exchange between the leaking boxes, puts the hole at about 0.94, 0.44 and 0.23 s for pumps of 0.02, 0.2 and 2 Hz. That is a shift by a factor of about 4, with a height that falls from 0.18% at 2 Hz to below 0.001% at 0.02 Hz. Within these models, local heat is thus what makes the shift large and keeps the hole visible across the range of pump frequencies; a smaller shift survives without it. This does not prove that every moving hole in a measurement has a thermal origin; a different nonlinear mechanism would need its own calculation.

## How far the model reaches

The parameters are round values in the regime of strongly polar supercooled liquids just above the glass transition. There, relaxation times of seconds, strengths of several tens, apparent activation energies of a few eV and configurational heat capacities near 1 J/(cm³ K) are roughly typical. The field is high but usable in a thin film: across 20 µm it means 300 V, about 0.15 of a rough breakdown field of 1 MV/cm. Real distributions are often asymmetric, which would change how strongly the hole is pulled.

One assumption with a large consequence is perfect isolation of the boxes. Exchange of configurational heat between them must reduce the selectivity at some strength, since complete sharing brings the shift from 24 down to about 4 if the pool leaks at the mean rate of the boxes, and to 1.01 if it does not leak. The height depends on the assumed heat capacity: at leading order it is proportional to \(1/\Delta c\), so halving \(\Delta c\) doubles it. It also depends strongly on the assumed leak time: for the 0.2 Hz pump, a leak time of \(\tau/3\) instead of \(\tau\) lowers the height to about 0.07%, and one of \(3\tau\) raises it to about 0.7%, while the hole time changes by less than 20%.

Other omissions are smaller for this example, with the pump at 0.2 Hz:

- **Reversible heat.** If all the work \(E\dot P\), not just the loss, heats the box, the maximum at the start of the probe moves from \(x=3.77\) to 3.82 and from \(0.308\,\theta_0\) to \(0.304\,\theta_0\). The hole changes more, mainly because the leftover polarization then gives no heat during the wait and less during the probe: it moves from 1.19 to about 1.55 s and its height falls from 0.26% to about 0.21%. For the 0.02 Hz pump the hole time rises from 6.4 to about 11 s; there the changed heating during the pump and the changed heating after it matter about equally, each alone giving about 8 s. The hole still follows the pump, but its exact position depends on this assumption.
- **Lattice warming.** Under continuous pumping, a 20 µm film between cold electrodes warms by about 0.004 mK on average, against 37 mK in the hottest box.
- **Ionic conduction.** At \(10^{-13}\) S/cm the ionic loss is 5% of the dipolar loss. It grows in proportion to conductivity, so a sample ten times more conductive would have 50%, and the heat balance would need an ionic term.
- **Dipole saturation.** For independent Langevin dipoles without local-field correction, at 8 molecules per nm³ (an effective moment of about 7 D is then needed for \(\Delta\varepsilon=60\)), the full pump field lowers the ratio \(P/E\) by roughly 0.1%, and the response to a small added field by three times as much, roughly 0.3%. This is as large as the hole of 0.26%, but the pump is off during the probe. What remains is reduced by a factor of order \(U^2\), which averages about 0.03 over the modes when the probe starts, so roughly 0.01% is left.
- **Electrostriction.** For a modulus of 3 GPa the strain is about \(2\times10^{-5}\).

The numerical output below gives the values to more digits.

## Calculated quantities

```
Inputs: T = 190 K, Deps = 60, Dc = 1.0 J/(cm3 K), Ea = 2.0 eV
Inputs: E0 = 0.15 MV/cm, median tau = 1.0 s, sigma of ln tau = 1.5
Inputs: 1 pump cycle, wait = 0.1 period, probe step = 0.1 E0
Energy density eps0*Deps*E0^2 = 0.1195 J/cm3
Temperature unit theta0 = 119.5 mK
kappa = 0.643 1/K, kappa*theta0 = 0.0768
Loss per steady cycle (units eps0*Deps*g*E0^2) at x = 0.5, 1, 2: 1.2566, 1.5708, 1.2566
Largest error of single-mode formulas = 1.5e-10
Heat/theta0 at x = 20 after 1 cycle = 0.135, after 100 cycles = 0.497
Stored heat at pump end, no wait: cycles, x of maximum, maximum/theta0, half-height x range
     1     3.39  0.360  1.18 to 14.0
     6     8.75  0.479  1.52 to 57.7
   100    68.55  0.500  1.58 to 906.9
Example with wait: x of maximum = 3.77, maximum/theta0 = 0.308, half range 1.10 to 16.2
  at 0.2 Hz this is tau = 3.00 s
Modes at 0.2 Hz when the probe starts: tau (s), x, rise (mK), acceleration (%)
     0.1     0.126    0.024    0.002
     1.0     1.257   20.786    1.336
     3.0     3.770   36.865    2.370
    10.0    12.566   22.229    1.429
   100.0   125.664    2.900    0.186
Hole, own heat: pump (Hz), time of maximum (s), height (% of full step), error of formula (%)
   0.02    6.407  0.060  0.87
   0.20    1.193  0.264  0.50
   2.00    0.263  0.244  0.11
Error at 0.2 Hz with a third of the field = 0.056 %, ratio = 8.91
Hole at 0.2 Hz without the U^2 term: 1.186 s, 0.220 %
Hole, shared heat: pump (Hz), time of maximum (s), height (% of full step)
   0.02    0.697  0.796
   2.00    0.688  0.651
Hole time ratio 0.02 Hz / 2 Hz: own heat 24.4, shared heat 1.01
Flat distribution: Omega * hole time = 2.01, time ratio 0.2 Hz / 2 Hz = 10.000
Neglected effects (rough inputs), pump at 0.2 Hz:
  all work heats the mode: x of maximum = 3.82, maximum/theta0 = 0.304
  inputs: gap 20 um, conductivity 0.2 W/(m K), total heat 2 J/(cm3 K)
  lattice warming of the film = 3.78e-03 mK
  heat diffusion time of a 3 nm region = 9.1 ps
  dipole saturation at 8 molecules/nm3 = 0.114 %
  electrostrictive strain at modulus 3 GPa = 2.0e-05
  ionic/dipolar loss at 1e-13 S/cm = 5.0 %
  gap voltage = 300 V, field / rough breakdown field of 1 MV/cm = 0.15
```
